# Leading Makov-Payne Correction for a Charged Defect in Silicon

**Setting and data.** A deep defect in silicon can absorb light below the band gap and capture carriers, so the energies of its charge states matter for waveguides and detectors. A singly charged defect is calculated in a periodic cubic supercell of side \(L=16.29\) Å, which is \(3\times3\times3\) conventional cells of side 5.43 Å, or 216 atoms. Take the dielectric constant \(\varepsilon=11.7\) and the Madelung constant \(\alpha=2.837\).

The defect charge is \(qe\), with \(q=\pm1\), and

\[
K=\frac{e^2}{4\pi\varepsilon_0}=14.3996\ \text{eV Å}.
\]

The potential \(\phi\) is expressed as the energy, in eV, of a unit positive test charge. The medium responds linearly and isotropically. The energies of the defect cell and of the bulk crystal are both referred to zero cell-averaged electrostatic potential.

## Part (a)

**Question.** Explain why a charged supercell needs a neutralizing background. For a point charge, derive the difference between the periodic energy per cell, \(E_{\rm per}\), and the isolated energy, \(E_{\rm iso}\).

**Answer.** In a periodic system, Poisson's equation for the Fourier component at reciprocal vector \(\mathbf G\) is

\[
\varepsilon G^2\phi_{\mathbf G}=4\pi K\rho_{\mathbf G},
\]

where \(\rho\) is the charge density in units of \(e\). At \(\mathbf G=0\) the left side vanishes, while the right side is proportional to the net charge of the cell. A solution exists only if that charge is zero. A uniform density \(-q/L^3\) provides neutrality. The component \(\phi_{\mathbf G=0}\) is then undetermined, and the convention sets it to zero.

Let \(\phi_{\rm im}\) be the potential at one point charge due to everything except that charge itself. It is proportional to \(Kq/\varepsilon\), and the only length in the problem is \(L\). Hence

\[
\phi_{\rm im}=-\frac{\alpha Kq}{\varepsilon L},
\]

which defines the number \(\alpha\).

Now build up all charges together, as \(\lambda q\) with \(\lambda\) rising from 0 to 1. The work done on the background in each step is proportional to the mean potential, which is zero. The work done on the point charge has two parts. One comes from its own field and is the same for the isolated charge, so it cancels in the difference. The other comes from \(\phi_{\rm im}\), which at this stage equals \(\lambda\) times its final value:

\[
E_{\rm per}-E_{\rm iso}
=\int_0^1 (q\,d\lambda)\left(-\frac{\alpha K\lambda q}{\varepsilon L}\right)
=-\frac{\alpha Kq^2}{2\varepsilon L}.
\]

The factor \(\tfrac12\) is \(\int_0^1\lambda\,d\lambda\). Part (b) finds \(\alpha>0\), so the periodic energy is too low. The main cause is that each charge is attracted by the background more strongly than it is repelled by its images. In the stack of neutral cubes of part (b) this supplies 2.3137 of \(\alpha=2.8373\), about 82%. The remaining \(\pi/6\) comes from the energy of the background in the mean potential of that stack. The correction to be **added** to the supercell energy is therefore

\[
\Delta E=E_{\rm iso}-E_{\rm per}=+\frac{\alpha Kq^2}{2\varepsilon L}.
\]

It is positive for either sign of \(q\).

## Part (b)

**Question.** Derive a rapidly convergent expression for \(\alpha\), and confirm the given value by a second route.

**Answer.** Set \(L=K=\varepsilon=q=1\). At every lattice site \(\mathbf n\), subtract and add a normalized Gaussian charge \((\eta/\sqrt\pi)^3e^{-\eta^2r^2}\), whose potential is \(\operatorname{erf}(\eta r)/r\).

The Gaussians together with the background have Fourier components \(e^{-G^2/4\eta^2}\) for \(\mathbf G\ne0\). Their zero-mean potential at a site is

\[
\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}.
\]

Each point charge minus its Gaussian has the short-ranged potential \(\operatorname{erfc}(\eta r)/r\). The mean of the lattice sum of these potentials, in a cell of unit volume, is

\[
\int\frac{\operatorname{erfc}(\eta r)}{r}\,d^3r
=4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr
=\frac{4\pi}{\eta^2}\cdot\frac14=\frac{\pi}{\eta^2},
\]

and it must be subtracted to keep the total mean at zero. At the site itself the charge's own \(1/r\) is left out, which leaves

\[
\frac{\operatorname{erfc}(\eta r)-1}{r}=-\frac{\operatorname{erf}(\eta r)}{r}\longrightarrow-\frac{2\eta}{\sqrt\pi}
\qquad(r\to0).
\]

The sum of these contributions is \(-\alpha\), so

\[
\alpha=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2}
-\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\eta n)}{n}
-\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}.
\]

The parameter \(\eta\) was introduced by adding and subtracting the same charge, so the result cannot depend on it. Evaluation gives \(\alpha=2.837297\).

For the second route, stack neutral unit cubes, each a point charge at the centre of its own background, into a large cube of \(N^3\) cells with \(N\) odd. The potential at the central charge is the sum of \(1/r\) over the other charges minus \(cN^2\), where \(c=3\ln(2+\sqrt3)-\pi/2=2.380077364\) is the integral of \(1/r\) over a unit cube centred at the origin. So many digits are needed because \(c\) is multiplied by \(N^2\). The cubic symmetry of each cell, which includes inversion through its centre, removes its dipole, quadrupole and octupole, so its distant potential falls as \(r^{-5}\). The omitted cells then contribute an error of order \(\int_N^\infty r^2r^{-5}dr\propto N^{-2}\). Removing this error with the values at \(N=41\) and \(81\) gives \(-2.313699\).

This stack does not have zero mean potential. For one cell with density \(\rho\), cubic symmetry gives \(\rho_{\mathbf k}\simeq-\tfrac{k^2}{6}\int\rho r^2d^3r\) at small \(k\). The space integral of its potential \(v\) is therefore

\[
\int v\,d^3r=\lim_{k\to0}\frac{4\pi\rho_{\mathbf k}}{k^2}
=-\frac{2\pi}{3}\int\rho r^2d^3r
=-\frac{2\pi}{3}\left(-\frac14\right)=\frac{\pi}{6}.
\]

Here the point charge contributes nothing to the second moment, and the background contributes \(-3\times\tfrac1{12}\). Thus \(-\alpha+\pi/6=-2.313699\), which again gives \(\alpha=2.8373\). The given 2.837 is this number rounded.

## Part (c)

**Question.** Evaluate the correction. State its effect on the defect levels and its dependence on cell size and charge.

**Answer.** With \(q^2=1\),

\[
\Delta E=\frac{14.3996\times2.837}{2\times11.7\times16.29}\ \text{eV}
=\frac{40.85}{381.186}\ \text{eV}=0.107\ \text{eV}=107\ \text{meV}.
\]

The formation energy of the charged defect rises by this amount. For \(q=+1\) the formation energy increases with the Fermi level, so its crossing with the neutral state moves down by 0.107 eV. For \(q=-1\) it decreases with the Fermi level, and the crossing moves up by 0.107 eV.

At 300 K, where \(k_BT=0.0259\) eV, the factor \(e^{\Delta E/k_BT}\) is about 63. At fixed Fermi level, leaving out the correction would overestimate the equilibrium ratio of charged to neutral defects by this factor.

The correction falls only as \(1/L\): it is 0.161 eV for 64 atoms and 0.064 eV for 1000 atoms. Reducing it to 0.01 eV would take a side of about 175 Å and some \(2.7\times10^5\) atoms, which is why a correction is preferred to a larger cell. A doubly charged defect in the 216-atom cell needs four times as much, 0.429 eV. Without screening (\(\varepsilon=1\)) the single charge would need 1.25 eV, and for \(\varepsilon\to\infty\) this leading correction vanishes.

## Part (d)

**Question.** The defect charge has a finite width, and screening weakens at short wavelength. Find the resulting \(L^{-3}\) terms for a Gaussian charge with \(\rho_{\mathbf k}=q\,e^{-\sigma^2k^2/2}\) and

\[
\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{k^2}{k^2+k_s^2}.
\]

Use the rough values \(\sigma=2\) Å and \(k_s=2\) Å\(^{-1}\).

**Answer.** The electrostatic energy is half the charge times its potential. In Fourier form,

\[
E_{\rm per}=\frac{2\pi Kq^2}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-\sigma^2G^2}}{\varepsilon(G)G^2},
\qquad
E_{\rm iso}=\frac{Kq^2}{\pi}\int_0^\infty\frac{e^{-\sigma^2k^2}}{\varepsilon(k)}\,dk.
\]

Treat the two parts of \(1/\varepsilon(k)\) separately.

*Constant part, \(1/\varepsilon\).* The sum is the reciprocal-space sum of part (b) with \(\sigma^2=1/4\eta^2\). Solving that formula for the sum, restoring \(L\), and multiplying by \(Kq^2/2\varepsilon\) gives

\[
E_{\rm per}^{(1)}=\frac{Kq^2}{\varepsilon}\left[-\frac{\alpha}{2L}+\frac{\eta}{\sqrt\pi}+\frac{\pi}{2\eta^2L^3}\right],
\]

apart from terms in \(\operatorname{erfc}(L/2\sigma)\), which are negligible here. The isolated integral is \(Kq^2/(2\sqrt\pi\,\sigma\varepsilon)=Kq^2\eta/(\sqrt\pi\,\varepsilon)\), which cancels the middle term. Since \(\pi/2\eta^2=2\pi\sigma^2\), this part contributes \(\alpha Kq^2/2\varepsilon L-2\pi Kq^2\sigma^2/\varepsilon L^3\) to \(E_{\rm iso}-E_{\rm per}\).

*Wavevector-dependent part.* The factor \(k^2\) cancels the Coulomb denominator and leaves the smooth function

\[
h(k)=\left(1-\frac1\varepsilon\right)\frac{e^{-\sigma^2k^2}}{k^2+k_s^2}.
\]

By Poisson summation, the sum of \(h\) over all \(\mathbf G\), including zero, reproduces the isolated integral plus interactions between images. Those interactions are short-ranged and negligible here. The periodic energy lacks the \(\mathbf G=0\) term, so \(E_{\rm iso}-E_{\rm per}\) gains \(2\pi Kq^2h(0)/L^3\).

Together,

\[
E_{\rm iso}-E_{\rm per}=\frac{\alpha Kq^2}{2\varepsilon L}
+\frac{2\pi Kq^2}{L^3}\left[\frac{1-1/\varepsilon}{k_s^2}-\frac{\sigma^2}{\varepsilon}\right].
\]

The screening term is \(+0.0048\) eV and the width term is \(-0.0072\) eV, a sum of \(-0.0024\) eV. Direct evaluation of the Fourier integral and sum gives \(0.2269-0.1221=0.1048\) eV, in agreement with \(0.1072-0.0024\) eV. The partial cancellation depends on the chosen \(\sigma\) and \(k_s\). Each term alone is a fairer measure of the uncertainty: for these two values, several meV, or 4 to 7% of the leading correction. This range is not general. The width term grows as \(\sigma^2\) and reaches 0.016 eV, or 15%, at \(\sigma=3\) Å. The screening term scales as \(1/k_s^2\), is 8% at \(k_s=1.5\) Å\(^{-1}\), and depends on the form assumed for \(\varepsilon(k)\).

## Part (e)

**Question.** The potential at the cell corner, farthest from the defect, is sometimes used to align the band edges with those of the bulk. What does the point-charge lattice contribute there, and what follows?

**Answer.** The construction of part (b), evaluated at \((\tfrac12,\tfrac12,\tfrac12)L\) with no self-term to remove, gives

\[
\phi_{\rm corner}=-0.8019\,\frac{Kq}{\varepsilon L},
\]

which is \(-0.061\) V for \(q=+1\). An electron there has its energy raised by 0.061 eV. If this were read as a shift of the valence-band edge \(E_V\), the term \(qE_V\) in the formation energy would add another 0.061 eV, making 0.168 eV in all. For the ideal point charge, part (a) shows that 0.107 eV is already the full difference, so the extra amount is double counting. The lattice potential must be subtracted from the calculated corner potential first. The point-charge model leaves no remainder, so it cannot show how a remainder found in a real calculation should be used. Such a remainder can also contain the width and screening effects of part (d), and need not be a pure alignment shift.

## Part (f)

**Question.** How well do the assumptions suit real silicon devices?

**Answer.** The lattice constant and \(\varepsilon\) are typical of silicon near room temperature. The dielectric constant should be that of the electronic-structure method used for the supercell; a value larger by 1 lowers the correction by 0.008 eV.

Doped devices also contain free carriers. At \(10^{17}\) cm\(^{-3}\) and 300 K the Debye length is \(\lambda_D=129\) Å. The isolated potential becomes \(Kq\,e^{-r/\lambda_D}/\varepsilon r\), which near the charge is lower by \(Kq/\varepsilon\lambda_D\). With the charging factor \(\tfrac12\), the free energy falls by \(Kq^2/2\varepsilon\lambda_D\), about 0.005 eV. This is only an estimate of size, because linear screening assumes many carriers within a Debye length, and here a sphere of radius \(\lambda_D\) holds about one. This is a property of the doped material, to be added separately if wanted.

Localization is an assumption that fails for shallow defects. A shallow level with a rough effective mass of 0.3 electron masses has a hydrogen-like radius \((\varepsilon/0.3)a_0\), about 21 Å, where \(a_0\) is the Bohr radius. The electron mass in silicon depends on direction, so this single radius is only an estimate of size. Half the cell side is 8.14 Å. In the neutral state the bound carrier overlaps its images strongly, yet the leading correction is zero because \(q=0\). The formula therefore cannot repair the level of a shallow dopant, and the model gives no estimate of the remaining error. The value of 0.107 eV applies to a compact, deep defect, as the leading electrostatic term. The numerical output lists the values used here.

## Table of computed values

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Supercell side: 16.29 angstrom
Conventional lattice constant: 5.43 angstrom
Atoms in supercell: 216
Dielectric constant: 11.7
Madelung constant, given: 2.837
Madelung constant, Ewald: 2.837297
Integral of 1/r over unit cube: 2.380077
Direct site sum, extrapolated: -2.313699
Mean offset pi/6: 0.523599
Madelung constant, direct: 2.837297
Numerator k*alpha: 40.8518 eV angstrom
Denominator 2*eps*L: 381.186 angstrom
LEADING CORRECTION, q=1: 0.1072 eV
Same in meV: 107.2 meV
Leading correction, q=2: 0.4287 eV
Leading correction without screening: 1.254 eV
64 atoms, L=10.86 angstrom: 0.1608 eV
216 atoms, L=16.29 angstrom: 0.1072 eV
512 atoms, L=21.72 angstrom: 0.0804 eV
1000 atoms, L=27.15 angstrom: 0.0643 eV
Side for correction of 0.01 eV: 174.6 angstrom
Atoms in that cell: 2.66e+05
Model charge width sigma: 2.0 angstrom
Model screening wavevector ks: 2.0 1/angstrom
L^-3 term from charge spread: -0.0072 eV
L^-3 term from k-dependent screening: +0.0048 eV
Sum of L^-3 terms: -0.0024 eV
Model isolated energy: 0.2269 eV
Model periodic energy: 0.1221 eV
Model isolated minus periodic: 0.1048 eV
Change if eps is larger by 1: -0.0084 eV
Corner potential, units of k*q/(eps*L): -0.8019
Corner potential, q=+1: -0.0606 V
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Boltzmann factor exp(correction/kT): 63
Carrier density: 1e+17 cm^-3
Debye length: 129 angstrom
Carrier screening lowers isolated energy by: 0.0048 eV
Effective mass ratio, shallow state: 0.3
Shallow-state radius: 20.6 angstrom
Half the supercell side: 8.14 angstrom
```
